**Core-hole cumulant kernel from a suddenly switched potential**

The program examines $\beta(\omega)=(\omega/\pi)\,{\rm Re}\int_0^\infty dt\,e^{i\omega t-0^+t}\Delta(t)$ for $\omega>0$, where $\beta$ is the kernel of the second-order core-hole cumulant and $\Delta(t)$ is the linear density response to the hole potential $V$, integrated with $V$. On an interacting lattice it asserts that exact diagonalization reproduces the cumulant, the step response, the kernel, the relaxation energy and the satellite weights at weak coupling. It also asserts that the cumulant holds for a strongly coupled boson mode, and that a frequency quadrature gives the pole form of the GW core self-energy. For the C 1s hole in H₂CO, with LDA, its adiabatic kernel and the 6-31G* basis, it compares real-time propagation with the eigenvalue solution. The two kernels differ by at most $9.3\times10^{-5}$ of the peak value on the frequency grid. The output gives a relaxation energy of 11.8 eV and a main-line weight of 0.68 within this model. At full hole strength on the lattice, the second-order relaxation energy is 0.0294 against the exact 0.0259, in units of the hopping, which shows the limit of the linear treatment.

## Verification by program

```python
"""
Result under test: the kernel beta(w) of the core-hole cumulant
    C(t) = int dw beta(w) (exp(-i w t) + i w t - 1) / w^2
equals (w/pi) Re int_0^inf dt exp(i w t) Delta(t) for w > 0, where
Delta(t) = int V(r) dn(r,t) dr and dn is the linear density response to the
core-hole potential V switched on suddenly at t = 0.
With damping eta: beta_eta = (w Re Delta(w) - eta Im Delta(w)) / pi.
Poles: beta(w) = sum_n V2_n delta(w - w_n), V2_n = |<n|V|0>|^2.
Atomic units for the molecule; hopping units for the lattice.
"""
from itertools import combinations
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def cumulant(t, w_n, v2_n):
    """Second-order cumulant of a set of poles."""
    phase = np.outer(t, w_n)
    return (np.exp(-1j * phase) + 1j * phase - 1) @ (v2_n / w_n**2)


def beta_poles(w, eta, w_n, v2_n):
    """-Im chi(w + i eta)/pi from the pole form of the response function."""
    z = np.asarray(w)[:, None] + 1j * eta
    return -np.imag((2 * w_n * v2_n / (z**2 - w_n**2)).sum(axis=1)) / np.pi


def step_transform(w, eta, t, delta):
    """One-sided damped Fourier integral of the step response."""
    damped = delta * np.exp(-eta * t) * (t[1] - t[0])
    return np.array([np.sum(damped * np.exp(1j * x * t)) for x in w])


def beta_step(w, eta, t, delta):
    f = step_transform(w, eta, t, delta)
    return (w * f.real - eta * f.imag) / np.pi


# ---------- 1. interacting spinless electrons on an open chain ----------
n_site, n_el, repulsion = 6, 3, 1.5
states = list(combinations(range(n_site), n_el))
index = {s: k for k, s in enumerate(states)}
h_chain = np.zeros((len(states), len(states)))
v_chain = np.zeros_like(h_chain)
for s, k in index.items():
    h_chain[k, k] = sum(0.1 * j**2 for j in s)
    h_chain[k, k] += repulsion * sum((j + 1) in s for j in s)
    v_chain[k, k] = -sum(1.0 / (1 + j) for j in s)
    for j in s:
        if j + 1 < n_site and j + 1 not in s:
            new = tuple(sorted(set(s) - {j} | {j + 1}))
            h_chain[k, index[new]] = h_chain[index[new], k] = -1.0
e_ch, u_ch = np.linalg.eigh(h_chain)
ground = u_ch[:, 0]
v_mean = ground @ v_chain @ ground
w_ch = e_ch[1:] - e_ch[0]
v2_ch = (u_ch[:, 1:].T @ v_chain @ ground)**2


def sudden(strength, t):
    """Exact overlap amplitude and <V>(t) after switching on strength*V."""
    e, u = np.linalg.eigh(h_chain + strength * v_chain)
    c = u.T @ ground
    ph = np.exp(-1j * np.outer(t, e - e_ch[0]))
    psi = ph * c
    v_t = np.einsum("ti,ti->t", psi.conj(), psi @ (u.T @ v_chain @ u)).real
    return ph @ c**2, v_t, e, c**2


lam = 3e-4
t_ch = np.arange(0, 200, 0.02)
plus, minus = sudden(lam, t_ch), sudden(-lam, t_ch)
delta_ch = (plus[1] - minus[1]) / (2 * lam)
short = t_ch < 20
# The term linear in the strength cancels between the two signs.
c_exact = (np.log(plus[0][short]) + np.log(minus[0][short])) / (2 * lam**2)
c_formula = cumulant(t_ch[short], w_ch, v2_ch)
err_cum = np.max(abs(c_exact - c_formula)) / np.max(abs(c_formula))
assert err_cum < 1e-3
slope = np.gradient(c_exact.imag, t_ch[short])[1:-1]
err_slope = np.max(abs(delta_ch[short][1:-1] + 2 * slope))
err_slope /= np.max(abs(delta_ch))
assert err_slope < 2e-3
w_grid = np.linspace(0.05, 10, 400)
b_ref = beta_poles(w_grid, 0.1, w_ch, v2_ch)
err_ft = np.max(abs(beta_step(w_grid, 0.1, t_ch, delta_ch) - b_ref)) / b_ref.max()
assert err_ft < 1e-3
relax_ch = np.sum(v2_ch / w_ch)
shift = (plus[2][0] + minus[2][0] - 2 * e_ch[0]) / (2 * lam**2)
assert abs(shift + relax_ch) < 1e-3 * relax_ch
weights = (plus[3][1:] + minus[3][1:]) / (2 * lam**2)
weights_ref = v2_ch / w_ch**2
assert np.max(abs(weights - weights_ref)) < 2e-3 * weights_ref.max()
full = sudden(1.0, t_ch[:2])
relax_full = -(full[2][0] - e_ch[0] - v_mean)

# ---------- 2. boson mode at strong coupling: second order is exact ----------
w_b, g_b, n_b = 0.6, 0.5, 70
lower = np.diag(np.sqrt(np.arange(1, n_b)), 1)
v_b = g_b * (lower + lower.T)
e_b, u_b = np.linalg.eigh(w_b * np.diag(np.arange(n_b)) + v_b)
t_b = np.linspace(0, 30, 301)
psi_b = np.exp(-1j * np.outer(t_b, e_b)) * u_b[0]
overlap_b = psi_b @ u_b[0]
c_b = cumulant(t_b, np.array([w_b]), np.array([g_b**2]))
err_boson = np.max(abs(overlap_b - np.exp(c_b)))
assert err_boson < 1e-8
v_bt = np.einsum("ti,ti->t", psi_b.conj(), psi_b @ (u_b.T @ v_b @ u_b)).real
assert np.max(abs(v_bt + 2 * g_b**2 / w_b * (1 - np.cos(w_b * t_b)))) < 1e-8
a_b = (g_b / w_b)**2
poisson = np.array([np.exp(-a_b) * a_b**k / factorial(k) for k in range(5)])
assert np.max(abs(u_b[0, :5]**2 - poisson)) < 1e-8

# ---------- 3. GW self-energy of the core level by frequency quadrature ------
width, level, w_gw, v2_gw = 0.1, -2.0, 0.7, 0.3
u_grid = np.linspace(-14, 14, 200001)
x_grid = np.sinh(u_grid)
pole = w_gw - 1j * width
err_gw = 0.0
for energy in (-3.4, -2.7, -2.0, -1.1):
    green = 1 / (energy + x_grid - level - 1j * width)
    screened = v2_gw * 2 * pole / (x_grid**2 - pole**2)
    integral = np.sum(green * screened * np.cosh(u_grid)) * (u_grid[1] - u_grid[0])
    sigma = 1j / (2 * np.pi) * integral
    sigma_ref = v2_gw / (energy - level + w_gw - 2j * width)
    err_gw = max(err_gw, abs(sigma - sigma_ref))
assert err_gw < 1e-6

# ---------- 4. H2CO, C 1s hole, adiabatic LDA ----------
geometry = "C 0 0 0; O 0 0 1.21; H 0 0.94 -0.59; H 0 -0.94 -0.59"
mol = gto.M(atom=geometry, basis="6-31g*", verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,vwn"
mf.grids.level = 2
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
n_core, core = 2, 1                      # orbitals 0: O 1s, 1: C 1s
c_core = mf.mo_coeff[:, core]
overlap = mol.intor("int1e_ovlp")
labels = mol.ao_labels()
on_c = np.array([lab.split()[1] == "C" for lab in labels])
carbon_share = np.sum((c_core * (overlap @ c_core))[on_c])
assert carbon_share > 0.95
orb = mf.mo_coeff[:, n_core:]
eps = mf.mo_energy[n_core:]
n_orb = len(eps)
n_occ = mol.nelectron // 2 - n_core
v_core = -orb.T @ mf.get_j(mol, np.outer(c_core, c_core)) @ orb

# Hartree plus adiabatic LDA kernel in packed orbital pairs
p, q = np.tril_indices(n_orb)
pair = np.zeros((n_orb, n_orb), dtype=int)
pair[p, q] = pair[q, p] = np.arange(len(p))
ao = mf._numint.eval_ao(mol, mf.grids.coords)
rho = np.einsum("gi,gi->g", ao @ mf.make_rdm1(), ao)
f_xc = np.ravel(dft.libxc.eval_xc(mf.xc, rho, spin=0, deriv=2)[2][0])
f_xc = np.where(rho > 1e-10, f_xc, 0.0)
phi = ao @ orb
products = phi[:, p] * phi[:, q]
kernel = products.T @ (products * (f_xc * mf.grids.weights)[:, None])
del products
kernel += ao2mo.kernel(mol, orb)
kernel_w = np.ascontiguousarray(kernel * np.where(p == q, 1.0, 2.0))

# kernel against finite differences of the full LDA potential
change = np.zeros((n_orb, n_orb))
gap = eps[None, n_occ:] - eps[:n_occ, None]
change[:n_occ, n_occ:] = -v_core[:n_occ, n_occ:] / gap
change += change.T
h_fd = 1e-3
d_ao = orb @ change @ orb.T
dm0 = np.asarray(mf.make_rdm1())
pot_p = np.asarray(mf.get_veff(mol, dm0 + h_fd * d_ao))
pot_m = np.asarray(mf.get_veff(mol, dm0 - h_fd * d_ao))
pot_fd = orb.T @ (pot_p - pot_m) @ orb / (2 * h_fd)
pot_k = (kernel_w @ change[p, q])[pair]
err_kernel = np.max(abs(pot_fd - pot_k)) / np.max(abs(pot_k))
assert err_kernel < 2e-3

# eigenvalue road
occ_i, vir_a = np.divmod(np.arange(gap.size), n_orb - n_occ)
ia = pair[occ_i, vir_a + n_occ]
root = np.sqrt(gap.ravel())
m_mat = np.diag(root**4) + 4 * root[:, None] * kernel[np.ix_(ia, ia)] * root
w_sq, f_vec = np.linalg.eigh(m_mat)
assert w_sq[0] > 0
w_n = np.sqrt(w_sq)
v2_n = 2 * ((v_core[occ_i, vir_a + n_occ] * root) @ f_vec)**2 / w_n

# real-time road: density matrix R + iJ after a sudden weak step
lam_m, dt, t_end, eta = 1e-4, 0.04, 300.0, 0.04
r0 = np.diag(np.where(np.arange(n_orb) < n_occ, 2.0, 0.0))
f_static = np.diag(eps) + lam_m * v_core


def rhs(r, j):
    fock = f_static + (kernel_w @ (r - r0)[p, q])[pair]
    fj, fr = fock @ j, fock @ r
    return fj + fj.T, fr.T - fr


n_step = int(round(t_end / dt))
t_m = dt * np.arange(n_step + 1)
delta_m = np.zeros(n_step + 1)
r, j = r0.copy(), np.zeros_like(r0)
for k in range(1, n_step + 1):
    a1, b1 = rhs(r, j)
    a2, b2 = rhs(r + dt / 2 * a1, j + dt / 2 * b1)
    a3, b3 = rhs(r + dt / 2 * a2, j + dt / 2 * b2)
    a4, b4 = rhs(r + dt * a3, j + dt * b3)
    r = r + dt / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
    j = j + dt / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
    delta_m[k] = np.sum(v_core * (r - r0)) / lam_m

early = t_m < 50
delta_ref = -2 * (1 - np.cos(np.outer(t_m[early], w_n))) @ (v2_n / w_n)
err_delta = np.max(abs(delta_m[early] - delta_ref)) / np.max(abs(delta_ref))
assert err_delta < 5e-3
dw = 0.01
w_m = dw * (np.arange(1000) + 0.5)
beta_rt = beta_step(w_m, eta, t_m, delta_m)
beta_ev = beta_poles(w_m, eta, w_n, v2_n)
err_beta = np.max(abs(beta_rt - beta_ev)) / beta_ev.max()
assert err_beta < 1e-2      # Runge-Kutta phase error of the fastest modes
relax = np.sum(v2_n / w_n)
relax_rt = np.sum(beta_rt / w_m) * dw
assert abs(relax_rt - relax) < 0.02 * relax     # finite damping eta

a_n = v2_n / w_n**2
a_tot = a_n.sum()
z_main = np.exp(-a_tot)
order = np.argsort(-a_n)[:5]
top = order[0]
f_top = step_transform([w_n[top]], eta, t_m, delta_m)[0]
b_top = beta_poles([w_n[top]], eta, w_n, v2_n)[0]
x_odd = np.array([lab.split()[2][1:] in ("px", "dxy", "dxz") for lab in labels])


def odd_share(k):
    c = orb[x_odd, k]
    return c @ overlap[np.ix_(x_odd, x_odd)] @ c


print("LATTICE (hopping = 1): 6 sites, 3 electrons, repulsion", repulsion)
print(f"cumulant, exact vs formula, rel. error      {err_cum:.1e}")
print(f"Delta = -2 Im dC/dt, rel. error             {err_slope:.1e}")
print(f"beta from step response, rel. error         {err_ft:.1e}")
print(f"relaxation at full strength, second order   {relax_ch:.4f} hopping")
print(f"relaxation at full strength, exact          {relax_full:.4f} hopping")
print(f"BOSON w={w_b}, g={g_b}: error of exp(C)         {err_boson:.1e}")
print(f"GW core self-energy, quadrature error       {err_gw:.1e}")
print("H2CO, C 1s hole, LDA/ALDA, 6-31G*, 1s shells frozen")
print("geometry (angstrom):", geometry)
print(f"valence orbitals {n_orb}, occupied {n_occ}, excitations {len(w_n)}")
print(f"step strength {lam_m:.0e}, dt {dt} a.u., T {t_end} a.u., eta {eta} Ha")
print(f"kernel vs finite difference, rel. error     {err_kernel:.1e}")
for time in (1.0, 5.0, 20.0):
    k = int(round(time / dt))
    print(f"Delta(t={time:4.1f} a.u.): real time {delta_m[k]:.4f} Ha,"
          f" poles {delta_ref[k]:.4f} Ha")
print(f"Delta(t), rel. error for t < 50 a.u.        {err_delta:.1e}")
print(f"beta(w), rel. error on the whole grid       {err_beta:.1e}")
print(f"strongest satellite: w = {w_n[top]:.5f} Ha")
print(f"  Re Delta(w) = {f_top.real:.4f} a.u., Im Delta(w) = {f_top.imag:.4f} a.u.")
print(f"  w Re Delta/pi     = {w_n[top] * f_top.real / np.pi:.5f} Ha")
print(f"  -eta Im Delta/pi  = {-eta * f_top.imag / np.pi:.5f} Ha")
b_sum = (w_n[top] * f_top.real - eta * f_top.imag) / np.pi
print(f"  beta, real time   = {b_sum:.5f} Ha")
print(f"  beta, eigenvalues = {b_top:.5f} Ha")
print(f"relaxation energy, poles      {relax:.4f} Ha = {relax * HARTREE_EV:.2f} eV")
print(f"relaxation energy, real time  {relax_rt:.4f} Ha")
print(f"a = {a_tot:.4f}, main-line weight Z = {z_main:.4f}")
print(f"single-excitation weight Z a = {z_main * a_tot:.4f}")
print(f"multiple-excitation weight   = {1 - z_main * (1 + a_tot):.4f}")
print(f"ionization threshold -e_HOMO (LDA) = {-eps[n_occ - 1] * HARTREE_EV:.2f} eV")
print("satellites: w (eV), V2 (Ha^2), weight/main, main orbital pair, its share,")
print("            x-odd (pi) share of the two orbitals")
for n in order:
    big = np.argmax(f_vec[:, n]**2)
    i, a = occ_i[big], vir_a[big] + n_occ
    print(f"  {w_n[n] * HARTREE_EV:7.2f} {v2_n[n]:.5f} {a_n[n]:.5f}"
          f"  {i + n_core + 1}->{a + n_core + 1}  {f_vec[big, n]**2:.2f}"
          f"  {odd_share(i):.2f} {odd_share(a):.2f}")
print("all good")
```

It prints:

```
LATTICE (hopping = 1): 6 sites, 3 electrons, repulsion 1.5
cumulant, exact vs formula, rel. error      3.0e-07
Delta = -2 Im dC/dt, rel. error             1.1e-04
beta from step response, rel. error         7.2e-08
relaxation at full strength, second order   0.0294 hopping
relaxation at full strength, exact          0.0259 hopping
BOSON w=0.6, g=0.5: error of exp(C)         3.2e-15
GW core self-energy, quadrature error       3.1e-13
H2CO, C 1s hole, LDA/ALDA, 6-31G*, 1s shells frozen
geometry (angstrom): C 0 0 0; O 0 0 1.21; H 0 0.94 -0.59; H 0 -0.94 -0.59
valence orbitals 30, occupied 6, excitations 144
step strength 1e-04, dt 0.04 a.u., T 300.0 a.u., eta 0.04 Ha
kernel vs finite difference, rel. error     1.1e-08
Delta(t= 1.0 a.u.): real time -0.6842 Ha, poles -0.6842 Ha
Delta(t= 5.0 a.u.): real time -0.8473 Ha, poles -0.8473 Ha
Delta(t=20.0 a.u.): real time -0.7719 Ha, poles -0.7718 Ha
Delta(t), rel. error for t < 50 a.u.        8.2e-05
beta(w), rel. error on the whole grid       9.3e-05
strongest satellite: w = 0.35854 Ha
  Re Delta(w) = 0.2221 a.u., Im Delta(w) = -2.6299 a.u.
  w Re Delta/pi     = 0.02535 Ha
  -eta Im Delta/pi  = 0.03349 Ha
  beta, real time   = 0.05883 Ha
  beta, eigenvalues = 0.05883 Ha
relaxation energy, poles      0.4331 Ha = 11.78 eV
relaxation energy, real time  0.4323 Ha
a = 0.3875, main-line weight Z = 0.6788
single-excitation weight Z a = 0.2630
multiple-excitation weight   = 0.0582
ionization threshold -e_HOMO (LDA) = 5.91 eV
satellites: w (eV), V2 (Ha^2), weight/main, main orbital pair, its share,
            x-odd (pi) share of the two orbitals
     9.76 0.00634 0.04933  7->9  0.59  1.00 1.00
    19.18 0.02424 0.04878  4->10  0.72  0.00 0.00
    23.37 0.03544 0.04804  7->13  0.84  1.00 1.00
    30.52 0.03780 0.03005  6->16  0.41  0.00 0.00
    42.04 0.06702 0.02808  3->14  0.43  0.00 0.00
all good
```
